# Stochastic plane-wave densities from a Chebyshev-filtered Fermi function: a numerical check

```python
# Stochastic plane-wave density with a Chebyshev-expanded Fermi function (Hartree atomic units).
# H = |G|^2/2 + V on N plane waves in volume Omega; f = Fermi function at (mu, kT); g = sqrt(f).
# chi_G = exp(i theta_G), xi = p_M(H) chi, p_M = degree-M Chebyshev truncation of g on [a, b].
# n_hat(r) = 2/(Ns Omega) sum_s |sum_G xi_G exp(iG.r)|^2.  Results under test:
#  mean chi^+ A chi = tr A;  Cov(A,B) = tr AB - sum_G A_GG B_GG;  noise ~ Ns^(-1/2);
#  coefficients decay as m^(-1/2) rho^(-m), ln rho ~ pi kT / sqrt((mu-a)(b-mu));
#  no orthogonalization is needed (it would bias); nonlinear quantities have a 1/Ns bias;
#  work = Ns*M applications of H, memory independent of M and Ns.
import itertools, tracemalloc
import numpy as np
from scipy import fft
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import expit
from scipy.constants import physical_constants as pc
from numpy.polynomial.chebyshev import chebval

A0, ECUT, V0, SIG, DISP, KT, NEL, TOL, OCC = 8.0, 4.0, 2.0, 1.0, 0.5, 0.05, 24.0, 1e-5, 1e-5
ZMAX = 4.5  # allowed deviation in standard errors
rng = np.random.default_rng(11)
count = {"fft": 0, "h": 0}
fermi = lambda e, mu, kt=KT: expit(-(e - mu) / kt)
phases = lambda r, shape: np.exp(2j * np.pi * r.random(shape))
sem = lambda x: np.std(x, ddof=1) / np.sqrt(len(x))
zscore = lambda x, target: abs(np.mean(x) - target) / sem(x)
offdiag = lambda A, B: np.sum(A * B.conj()).real - np.sum(np.diag(A).real * np.diag(B).real)
slope = lambda x, y: np.polyfit(np.log(x), np.log(y), 1)[0]

def build(k):
    L = np.array([A0, A0, k * A0]); om = L.prod()
    mmax = np.floor(np.sqrt(2 * ECUT) * L / (2 * np.pi)).astype(int)
    n = tuple(fft.next_fast_len(int(4 * m + 1)) for m in mmax)
    mi = np.stack(np.meshgrid(*[np.rint(np.fft.fftfreq(j) * j).astype(int) for j in n], indexing="ij"), -1).reshape(-1, 3)
    Gall = 2 * np.pi * mi / L; g2 = (Gall**2).sum(1)
    fcc = np.array([[0, 0, 0], [.5, .5, 0], [.5, 0, .5], [0, .5, .5]])
    R = np.concatenate([(fcc + [0, 0, j]) * A0 for j in range(k)])
    R = R + rng.uniform(-DISP, DISP, R.shape)
    amp = -V0 * (2 * np.pi * SIG**2) ** 1.5 / om
    VG = amp * np.exp(-g2 * SIG**2 / 2) * np.exp(-1j * Gall @ R.T).sum(1) * np.all(abs(mi) <= 2 * mmax, axis=1)
    V = fft.ifftn(VG.reshape(n), norm="forward").real
    idx = np.where(g2 / 2 <= ECUT)[0]; G = Gall[idx]; T = g2[idx] / 2
    ph = np.exp(-1j * G @ R.T)  # dense matrix from the analytic form factor, no FFT
    H = amp * np.exp(-(T[:, None] + T[None, :] - G @ G.T) * SIG**2) * (ph @ ph.conj().T) + np.diag(T)
    e, U = eigh(H)
    return dict(n=n, ng=int(np.prod(n)), om=om, L=L, idx=idx, G=G, T=T, V=V, H=H, e=e, U=U,
                N=len(idx), a=V.min(), b=ECUT + V.max())

def to_grid(c, x):
    w = np.zeros(x.shape[:-1] + (c["ng"],), complex); w[..., c["idx"]] = x
    count["fft"] += 1
    return fft.ifftn(w.reshape(x.shape[:-1] + c["n"]), axes=(-3, -2, -1), norm="forward", overwrite_x=True)

def apply_h(c, x):
    w = to_grid(c, x); w *= c["V"]
    count["fft"] += 1; count["h"] += 1
    return c["T"] * x + fft.fftn(w, norm="forward", overwrite_x=True).ravel()[c["idx"]]

def grid_sums(c, rows):
    s2 = np.zeros(c["n"]); s4 = np.zeros(c["n"])
    for i in range(0, len(rows), 96):
        w = abs(to_grid(c, rows[i:i + 96])) ** 2
        s2 += w.sum(0); s4 += (w**2).sum(0)
    return s2, s4

def cheb(func, a, b, K=4096):
    x = np.cos(np.pi * (np.arange(K) + .5) / K)
    co = fft.dct(func((a + b) / 2 + (b - a) / 2 * x), type=2) / K; co[0] /= 2
    return co, np.cumsum(abs(co[::-1]))[::-1]  # tail[m] = sum_{j>=m} |c_j|

def degree(a, b, mu, kt=KT):
    tail = cheb(lambda E: np.sqrt(fermi(E, mu, kt)), a, b)[1]
    z = (mu - (a + b) / 2 + 1j * np.pi * kt) / ((b - a) / 2)
    return int(np.argmax(tail < TOL)) - 1, abs(np.log(abs(z + np.sqrt(z * z - 1))))

def stochastic_density(c, coef, ns, seed):
    r = np.random.default_rng(seed); mid, half = (c["a"] + c["b"]) / 2, (c["b"] - c["a"]) / 2
    dens = np.zeros(c["n"]); mom = np.zeros(len(coef)); grow = 0.0
    for _ in range(ns):
        chi = phases(r, c["N"]); prev, cur = chi, (apply_h(c, chi) - mid * chi) / half
        xi = coef[0] * prev + coef[1] * cur
        mom[0] += np.vdot(chi, chi).real; mom[1] += np.vdot(chi, cur).real
        for m in range(2, len(coef)):
            prev, cur = cur, 2 * (apply_h(c, cur) - mid * cur) / half - prev
            xi += coef[m] * cur; mom[m] += np.vdot(chi, cur).real
            grow = max(grow, np.linalg.norm(cur) / np.sqrt(c["N"]))
        dens += abs(to_grid(c, xi)) ** 2
    return 2 * dens / (ns * c["om"]), mom / ns, grow

# mean and covariance by exact four-point phase quadrature on random Hermitian matrices
X, Y = [rng.normal(size=(6, 6)) + 1j * rng.normal(size=(6, 6)) for _ in range(2)]
X, Y = X + X.conj().T, Y + Y.conj().T
Z = np.array([1, 1j, -1, -1j])[np.array(list(itertools.product(range(4), repeat=6)))]
qx, qy = [np.einsum("si,ij,sj->s", Z.conj(), A, Z).real for A in (X, Y)]
assert abs(qx.mean() - np.trace(X).real) < 1e-11 and abs(qx.var() - offdiag(X, X)) < 1e-10
assert abs(np.mean(qx * qy) - qx.mean() * qy.mean() - offdiag(X, Y)) < 1e-10

cells = {k: build(k) for k in (1, 2, 4)}
c = cells[2]; e, U, H, N, om, a, b = [c[s] for s in ("e", "U", "H", "N", "om", "a", "b")]
dv = om / c["ng"]
mu = brentq(lambda m: 2 * fermi(e, m).sum() - NEL, e[0], e[-1], xtol=1e-14)
f = fermi(e, mu); fp = f * (1 - f) / KT
mat = lambda d: (U * d) @ U.conj().T
F, Gm, Fp = mat(f), mat(np.sqrt(f)), mat(fp)
x = phases(rng, N); assert np.allclose(apply_h(c, x), H @ x, atol=1e-11)
print(f"input: cube {A0} bohr, Ecut {ECUT} Ha, V0 {V0} Ha, sigma {SIG} bohr, displacement {DISP} bohr")
print(f"input: kT {KT} Ha = {KT*pc['Hartree energy in eV'][0]:.3f} eV = {KT*pc['hartree-kelvin relationship'][0]:.0f} K, electrons {NEL:.0f}")
print(f"input: tail tolerance {TOL:.0e}, band occupation threshold {OCC:.0e}")
print(f"cell of 2 cubes: Omega {om:.0f} bohr^3, N {N}, grid {c['n']} = {c['ng']}")
print(f"bounds a {a:.4f}, b {b:.4f} Ha; spectrum {e[0]:.4f} to {e[-1]:.4f} Ha; mu {mu:.5f} Ha")

# Chebyshev decay, degree laws, truncation bias, stability
co, tail = cheb(lambda E: np.sqrt(fermi(E, mu)), a, b)
M, lr = degree(a, b, mu); coef = co[:M + 1]; eps = tail[M + 1]
m = np.arange(int(8 / lr), int(20 / lr))
lr_fit = -np.polyfit(m, np.log(m * abs(co[m] ** 2 - co[m - 1] * co[m + 1])), 1)[0] / 2
lr_app = np.pi * KT / np.sqrt((mu - a) * (b - mu))
assert abs(lr_fit / lr - 1) < 0.02 and abs(lr_app / lr - 1) < 0.02
print(f"ln rho: pole {lr:.5f}, approximate {lr_app:.5f}, fitted {lr_fit:.5f}")
M_cold, lr_c = degree(a, b, mu, KT / 2); M_wide, lr_w = degree(a, mu + 4 * (b - mu), mu)
assert abs(M_cold / M / 2 - 1) < 0.08 and abs(M_wide / M / 2 - 1) < 0.08
print(f"degree M {M} (eps {eps:.2e}, M ln rho {M*lr:.2f}); kT/2: {M_cold}; 4(b-mu): {M_wide}")
n_ex = 2 * grid_sums(c, (U * np.sqrt(f)).T)[0] / om
xs = (e - (a + b) / 2) / ((b - a) / 2)
for deg in (20, M):
    p = chebval(xs, co[:deg + 1]); t = tail[deg + 1]
    bias = abs(2 * grid_sums(c, (U * p).T)[0] / om - n_ex).max(); bound = 2 * (2 * t + t * t) * N / om
    assert abs(p - np.sqrt(f)).max() <= t and bias <= bound
    print(f"degree {deg}: max density bias {bias:.2e}, bound {bound:.2e} bohr^-3; count bias {2*np.sum(p*p-f):.2e}")
bad = e[-1] - 0.1 * (b - a); Hs = (H - (a + bad) / 2 * np.eye(N)) / ((bad - a) / 2)
t0, t1 = x, Hs @ x
for _ in range(M - 1): t0, t1 = t1, 2 * Hs @ t1 - t0
blow = np.linalg.norm(t1) / np.sqrt(N); assert blow > 1e6

# worked FFT run
NS = 16; count.update(fft=0, h=0)
dens, mom, grow = stochastic_density(c, coef, NS, 5)
assert count["h"] == NS * M and count["fft"] == NS * (2 * M + 1) and grow <= 1 + 1e-10
print(f"Ns {NS}: H applications {count['h']}, FFTs {count['fft']}")
print(f"max |T_m chi|/|chi| {grow:.4f}; with upper bound {bad:.3f} Ha: {blow:.1e}")
r = np.random.default_rng(5); chis = np.array([phases(r, N) for _ in range(NS)])
assert abs(2 * grid_sums(c, chis @ mat(p).T)[0] / (NS * om) - dens).max() < 1e-10
cf, tf = cheb(lambda E: fermi(E, mu), a, b); n_mom = 2 * cf[:M + 1] @ mom; n_int = dens.sum() * dv
assert abs(n_mom - n_int) <= 2 * N * (tf[M + 1] + 2 * eps + eps**2)
s2, s4 = grid_sums(c, Gm.T); assert abs(2 * s2 / om - n_ex).max() < 1e-11
var_r = (2 / om) ** 2 * (s2**2 - s4); varN = 4 * offdiag(F, F)
assert abs(n_int - NEL) < ZMAX * np.sqrt(varN / NS)
nrm = np.sqrt(np.sum(n_ex**2))
print(f"electrons: integral {n_int:.4f}, moments {n_mom:.4f}, predicted sigma {np.sqrt(varN/NS):.4f}")
print(f"relative L2 density error {np.linalg.norm(dens-n_ex)/nrm:.4f}, predicted rms {np.sqrt(var_r.sum()/NS)/nrm:.4f}")
pts = [np.unravel_index(j, c["n"]) for j in (n_ex.argmax(), n_ex.argmin())]
for nm, q in zip(("max", "min"), pts):
    print(f"{nm} point: n {n_ex[q]:.5f}, estimate {dens[q]:.5f}, sigma {np.sqrt(var_r[q]/NS):.5f} bohr^-3")

# large sample: means, variances, estimator without square root, chemical potential
nb = int(np.sum(f > 1e-14)); Ub = U[:, :nb].conj().T; POOL = 32768
av = np.array([np.exp(-1j * c["G"] @ (np.array(q) / np.array(c["n"]) * c["L"])) for q in pts])
uv, vv = av @ Gm.T, av @ F.T
W, dq, dl = [], [], []
for _ in range(POOL // 4096):
    chi = phases(rng, (N, 4096)); W.append(abs(Ub @ chi) ** 2)
    dq.append(2 / om * abs(uv.conj() @ chi) ** 2)
    dl.append(2 / om * ((av.conj() @ chi).conj() * (vv.conj() @ chi)).real)
W, dq, dl = np.hstack(W), np.hstack(dq), np.hstack(dl)
N1, N2 = 2 * fp.sum(), 2 * np.sum(fp * (1 - 2 * f)) / KT
d0, d1 = 2 * f[:nb] @ W - NEL, 2 * fp[:nb] @ W - N1
Eb = 2 * np.sum(f * e); Es = 2 * (f * e)[:nb] @ W; varE = 4 * offdiag(mat(f * e), mat(f * e)); cov = 4 * offdiag(F, Fp)
assert zscore(d0, 0) < ZMAX and zscore(d0**2, varN) < ZMAX and zscore(d0**2, 4 * np.sum(f * f)) > 2 * ZMAX
assert zscore(Es, Eb) < ZMAX and zscore((Es - Eb) ** 2, varE) < ZMAX and zscore(d0 * d1, cov) < ZMAX
print(f"pool {POOL}: Var N formula {varN:.3f}, sampled {np.mean(d0**2):.3f}, 4 tr f^2 {4*np.sum(f*f):.3f}")
print(f"band energy {Eb:.4f} Ha, sampled {Es.mean():.4f} +- {sem(Es):.4f}; Var {varE:.3f}, sampled {Es.var():.3f} Ha^2")
for j, (nm, q) in enumerate(zip(("max", "min"), pts)):
    vl = (2 / om) ** 2 * (0.5 * (N * np.vdot(vv[j], vv[j]).real + np.vdot(av[j], vv[j]).real ** 2)
                          - np.sum((av[j] * vv[j].conj()).real ** 2))
    assert zscore(dq[j], n_ex[q]) < ZMAX and zscore((dq[j] - n_ex[q]) ** 2, var_r[q]) < ZMAX
    assert zscore(dl[j], n_ex[q]) < ZMAX and zscore((dl[j] - n_ex[q]) ** 2, vl) < ZMAX
    assert vl > var_r[q] and dl[j].min() < 0
    print(f"{nm} point sigma/n one vector: sqrt f {np.sqrt(var_r[q])/n_ex[q]:.3f} (sampled {dq[j].std()/n_ex[q]:.3f}),"
          f" plain f {np.sqrt(vl)/n_ex[q]:.3f} ({dl[j].std()/n_ex[q]:.3f})")
g = 64; Wb = W.reshape(nb, -1, g).mean(2); mh = np.full(Wb.shape[1], mu)
for _ in range(25):
    fo = fermi(e[:nb, None], mh); mh -= ((fo * Wb).sum(0) - NEL / 2) / ((fo * (1 - fo) * Wb).sum(0) / KT)
D0, D1 = d0.reshape(-1, g).mean(1), d1.reshape(-1, g).mean(1)
res = mh - mu + D0 / N1; second = -N2 * D0**2 / (2 * N1**3) + D0 * D1 / N1**2
b1, b2 = -N2 * varN / (2 * N1**3), cov / N1**2; reg = np.polyfit(second, res, 1)[0]
assert abs(reg - 1) < 0.15  # margin for third and fourth order terms
assert abs(g * res.mean() - b1 - b2) < ZMAX * g * sem(res) + 0.1 * (abs(b1) + abs(b2))
print(f"N' {N1:.3f} /Ha, N'' {N2:.2f} /Ha^2, Cov(d,d') {cov:.2f} /Ha (sampled {np.mean(d0*d1):.2f})")
print(f"Ns*bias(mu) {b1:.5f} + {b2:.5f} = {b1+b2:.5f} Ha; Ns {g}: {g*res.mean():.5f} +- {g*sem(res):.5f}; slope {reg:.3f}")

# full-grid noise law, exchange bias, overlaps, effect of orthonormalizing
Cx = -0.75 * (3 / np.pi) ** (1 / 3); Ex = Cx * np.sum(n_ex ** (4 / 3)) * dv
sizes = (1, 4, 16, 64); mse = {s: [] for s in sizes}; xb = {16: [], 64: []}; ov, eo = [], []
for _ in range(32):
    xi = phases(rng, (64, N)) @ Gm.T; d = 2 / om * abs(to_grid(c, xi)) ** 2
    ov += list(abs(np.sum(xi[::2].conj() * xi[1::2], 1)) ** 2)
    for s in sizes:
        ds = d.reshape((-1, s) + c["n"]).mean(1); mse[s] += list(((ds - n_ex) ** 2).sum((1, 2, 3)))
        if s in xb:  # the subtracted linear term has zero mean and only removes noise
            xb[s] += list(Cx * dv * (ds ** (4 / 3) - n_ex ** (4 / 3) - 4 / 3 * n_ex ** (1 / 3) * (ds - n_ex)).sum((1, 2, 3)))
    for j in range(0, 64, 16):
        q = np.linalg.qr(xi[j:j + 16].T)[0]; eo.append(np.sum(q.conj() * (H @ q)).real / 16)
rms = [np.sqrt(np.mean(mse[s])) / nrm for s in sizes]; sl = slope(sizes, rms)
assert abs(sl + 0.5) < 0.03 and all(zscore(mse[s], var_r.sum() / s) < ZMAX for s in (1, 4, 16))
print("relative rms error Ns 1,4,16,64: " + ", ".join(f"{v:.4f}" for v in rms) + f"; exponent {sl:.3f}")
print(f"predicted rms error for one vector {np.sqrt(var_r.sum())/nrm:.4f}")
bx = Cx * 2 / 9 * np.sum(n_ex ** (-2 / 3) * var_r) * dv
for s in xb:  # 3 percent margin for the 1/Ns^2 term
    assert abs(np.mean(xb[s]) - bx / s) < ZMAX * sem(xb[s]) + 0.03 * abs(bx / s) and zscore(xb[s], 0) > 6
    print(f"Ex {Ex:.4f} Ha; bias Ns {s}: predicted {bx/s:.5f}, sampled {np.mean(xb[s]):.5f} +- {sem(xb[s]):.5f} Ha")
assert zscore(ov, np.sum(f * f)) < ZMAX and zscore(eo, Eb / NEL) > 10
print(f"mean |xi_a.xi_b|^2 {np.mean(ov):.3f} +- {sem(ov):.3f}, tr f^2 {np.sum(f*f):.3f}")
print(f"energy per electron {Eb/NEL:.4f} Ha; 16 orthonormalized vectors {np.mean(eo):.4f} +- {sem(eo):.4f} Ha")
y = phases(rng, (2, N)) @ mat(np.exp(-10 * (e - e[0]) / (e[1] - e[0]))).T
cosang = abs(np.vdot(y[0], y[1])) / np.linalg.norm(y[0]) / np.linalg.norm(y[1]); assert cosang > 0.999
print(f"imaginary-time iteration of two free vectors: |cos angle| {cosang:.6f}")
B = xi[:16].copy(); passes = 0
for i in range(16):
    for j in range(i):
        s = np.vdot(B[j], B[i]); passes += 1
        B[i] -= s * B[j]; passes += 1
    B[i] /= np.linalg.norm(B[i]); passes += 1
assert passes == 16**2 and abs(B.conj() @ B.T - np.eye(16)).max() < 1e-8
print(f"Gram-Schmidt on 16 vectors: {passes} passes of length N")

# traced peak memory (FFT library plans and scratch are not traced)
peak = []
for ns, deg in ((2, 20), (2, 80), (6, 20)):
    tracemalloc.start(); stochastic_density(c, co[:deg + 1], ns, 1)
    peak.append(tracemalloc.get_traced_memory()[1] / (16 * c["ng"])); tracemalloc.stop()
assert max(peak) / min(peak) < 1.05 and max(peak) < 6
print("peak in complex grid arrays (Ns,M)=(2,20),(2,80),(6,20): " + ", ".join(f"{v:.2f}" for v in peak))

# size laws at the same mu
rows = []
for k, ck in cells.items():
    assert ck["a"] <= ck["e"][0] and ck["e"][-1] <= ck["b"]
    fk = fermi(ck["e"], mu); Uk = ck["U"]; Fk = (Uk * fk) @ Uk.conj().T
    p2, p4 = grid_sums(ck, ((Uk * np.sqrt(fk)) @ Uk.conj().T).T)
    rows.append((degree(ck["a"], ck["b"], mu)[0], np.mean(np.sqrt(1 - p4 / p2**2)), 4 * offdiag(Fk, Fk),
                 int(np.sum(fk > OCC)), 2 * fk.sum()))
    Mk, rel, vk, nbk, nek = rows[-1]
    print(f"{k} cubes: N {ck['N']}, Ng {ck['ng']}, Ne {nek:.2f}, Nb {nbk}, M {Mk}, sigma/n {rel:.3f},"
          f" Var N {vk:.2f}, sigma_N/Ne {np.sqrt(vk)/nek:.3f}")
rows = np.array(rows); ks = list(cells); sv, sb = slope(ks, rows[:, 2]), slope(ks, rows[:, 3])
assert rows[:, 0].max() / rows[:, 0].min() < 1.05 and rows[:, 1].min() > 0.85 and rows[:, 1].max() <= 1
assert abs(sv - 1) < 0.3 and abs(sb - 1) < 0.25  # margins for shell effects of small Gamma-point cells
print(f"size exponents: Var N {sv:.2f}, bands {sb:.2f}")

# extrapolated cost from per-cube counts of the largest cell
npw, ngr, nbd, nec = cells[4]["N"] / 4, cells[4]["ng"] / 4, rows[2, 3] / 4, rows[2, 4] / 4
NB = 100; one = lambda K: 5 * ngr * K * np.log2(ngr * K)
sto = lambda K: NB * (2 * M + 1) * one(K); ort = lambda K: 8 * (nbd * K) ** 2 * npw * K
det = lambda K: 2 * nbd * K * one(K) + ort(K); K = 1000
print(f"per cube: N {npw:.2f}, Ng {ngr:.0f}, Nb {nbd:.2f}, Ne {nec:.2f}; Ns {NB}")
print(f"{K} cubes: one FFT {one(K):.2e} flop, stochastic {sto(K):.2e} flop")
print(f"{K} cubes: band H sweep {det(K)-ort(K):.2e}, orthogonalization {ort(K):.2e} flop, ratio {det(K)/sto(K):.0f}")
print(f"{K} cubes memory: bands {16*nbd*npw*K*K/1e9:.1f} GB, stochastic {16*max(peak)*ngr*K/1e9:.3f} GB")
Kc = brentq(lambda s: det(s) - sto(s), 1, 1e5)
print(f"crossover against one band sweep: {Kc:.0f} cubes, {Kc*nec:.0f} electrons")
print("OK")
```

Output:

```
input: cube 8.0 bohr, Ecut 4.0 Ha, V0 2.0 Ha, sigma 1.0 bohr, displacement 0.5 bohr
input: kT 0.05 Ha = 1.361 eV = 15789 K, electrons 24
input: tail tolerance 1e-05, band occupation threshold 1e-05
cell of 2 cubes: Omega 1024 bohr^3, N 371, grid (14, 14, 30) = 5880
bounds a -1.9634, b 3.9969 Ha; spectrum -0.4581 to 3.6253 Ha; mu 0.11558 Ha
ln rho: pole 0.05526, approximate 0.05530, fitted 0.05526
degree M 183 (eps 9.81e-06, M ln rho 10.11); kT/2: 366; 4(b-mu): 365
degree 20: max density bias 2.07e-02, bound 3.03e-01 bohr^-3; count bias 1.83e+00
degree 183: max density bias 6.82e-07, bound 1.42e-05 bohr^-3; count bias -4.65e-05
Ns 16: H applications 2928, FFTs 5872
max |T_m chi|/|chi| 0.7842; with upper bound 3.029 Ha: 2.9e+52
electrons: integral 25.0607, moments 25.0605, predicted sigma 1.1079
relative L2 density error 0.2780, predicted rms 0.2466
max point: n 0.22852, estimate 0.26418, sigma 0.05649 bohr^-3
min point: n 0.00297, estimate 0.00359, sigma 0.00071 bohr^-3
pool 32768: Var N formula 19.639, sampled 19.656, 4 tr f^2 38.715
band energy -5.0412 Ha, sampled -5.0596 +- 0.0107; Var 3.741, sampled 3.747 Ha^2
max point sigma/n one vector: sqrt f 0.989 (sampled 0.991), plain f 1.428 (1.427)
min point sigma/n one vector: sqrt f 0.954 (sampled 0.956), plain f 6.900 (6.923)
N' 92.853 /Ha, N'' 545.71 /Ha^2, Cov(d,d') -4.87 /Ha (sampled -4.86)
Ns*bias(mu) -0.00669 + -0.00056 = -0.00726 Ha; Ns 64: -0.00771 +- 0.00077; slope 1.068
relative rms error Ns 1,4,16,64: 0.9795, 0.4876, 0.2411, 0.1146; exponent -0.515
predicted rms error for one vector 0.9863
Ex -6.4639 Ha; bias Ns 16: predicted -0.08685, sampled -0.08331 +- 0.00226 Ha
Ex -6.4639 Ha; bias Ns 64: predicted -0.02171, sampled -0.01932 +- 0.00088 Ha
mean |xi_a.xi_b|^2 9.766 +- 0.316, tr f^2 9.679
energy per electron -0.2101 Ha; 16 orthonormalized vectors -0.0754 +- 0.0005 Ha
imaginary-time iteration of two free vectors: |cos angle| 1.000000
Gram-Schmidt on 16 vectors: 256 passes of length N
peak in complex grid arrays (Ns,M)=(2,20),(2,80),(6,20): 2.79, 2.79, 2.79
1 cubes: N 179, Ng 2744, Ne 12.03, Nb 23, M 182, sigma/n 0.942, Var N 10.18, sigma_N/Ne 0.265
2 cubes: N 371, Ng 5880, Ne 24.00, Nb 45, M 183, sigma/n 0.974, Var N 19.64, sigma_N/Ne 0.185
4 cubes: N 753, Ng 11760, Ne 48.07, Nb 93, M 184, sigma/n 0.987, Var N 39.63, sigma_N/Ne 0.131
size exponents: Var N 0.98, bands 1.01
per cube: N 188.25, Ng 2940, Nb 23.25, Ne 12.02; Ns 100
1000 cubes: one FFT 3.16e+08 flop, stochastic 1.16e+13 flop
1000 cubes: band H sweep 1.47e+13, orthogonalization 8.14e+14 flop, ratio 71
1000 cubes memory: bands 70.0 GB, stochastic 0.131 GB
crossover against one band sweep: 102 cubes, 1231 electrons
OK
```
